# Why Oxygen on Aluminium Can Deposit One Atom and Eject Another

In a model of O$_2$ on Al(111), binding one oxygen atom to the surface releases 7.5 eV, while breaking the molecule costs 5.2 eV. The remaining 2.3 eV could send the second atom away. Yet in one version of the model, with no barrier to the approach, only 19 % of slow molecules eject an atom from a rigid surface, and none do with the recoil and damping chosen below. The energy surplus explains why ejection is possible. Other contributions decide whether it happens.

## The energy balance

The process is

$$\mathrm{O_2(gas)+surface\longrightarrow O(adsorbed)+O(gas)} .$$

Take two free atoms at rest far from the surface as the zero of energy. Let $D$ be the depth of the molecular well and $Q$ the depth of the well that binds one atom to the surface. Leaving vibration aside for the moment, a molecule with incident kinetic energy $E_i$ starts with energy $-D+E_i$. Afterwards the energy is $-Q+K_{\rm out}+E_{\rm left}$, where $K_{\rm out}$ is the kinetic energy of the ejected atom and $E_{\rm left}$ is the excitation left in the adsorbed atom and the solid. Equating the two gives

$$K_{\rm out}+E_{\rm left}=E_i+Q-D .$$

On an initially cold surface $E_{\rm left}\ge 0$, and $K_{\rm out}\ge0$ in any case. Ejection therefore requires $E_i\ge D-Q$. If $Q>D$, this holds at every incident energy. If $Q<D$, the incident motion must supply at least the difference.

If both atoms stay, far apart on the surface, the final well energy is $-2Q$ and the release is

$$H=-D-(-2Q)=2Q-D .$$

Since $H-D=2(Q-D)$, the condition $Q>D$ is the same as $H>D$. Between $Q=D/2$ and $Q=D$ there is a range in which depositing both atoms releases energy but ejecting one costs energy. Strong dissociative adsorption alone therefore does not show that a slow molecule can eject an atom.

For the example, $Q-D=7.5-5.2=2.3$ eV and $H=15.0-5.2=9.8$ eV. Ejection is energetically open, but keeping both atoms releases far more.

## Zero-point motion

The wells are Morse wells, $U(y)=D(1-e^{-by})^2$ measured from the bottom, with displacement $y$, mass $m$ and decay constant $b$. To find the lowest level, try the nodeless function

$$\psi_0=\exp\!\left[-\frac{\sqrt{2m}}{\hbar}\int^y W\,dy'\right],\qquad W=A-\sqrt D\,e^{-by}.$$

Differentiating twice and inserting the result in the Schrödinger equation gives

$$W^2-\frac{\hbar}{\sqrt{2m}}W'=U-E_0 .$$

Write $q=e^{-by}$. Then $W^2=A^2-2A\sqrt D\,q+Dq^2$, $W'=b\sqrt D\,q$ and $U=D-2Dq+Dq^2$. The $q^2$ terms agree. The terms in $q$ and the constants require

$$A=\sqrt D-\frac{\hbar b}{2\sqrt{2m}},\qquad E_0=D-A^2=\frac{\hbar b\sqrt D}{\sqrt{2m}}-\frac{\hbar^2b^2}{8m}.$$

For $A>0$ the function decays on both sides, so it is the ground state. With the harmonic frequency $\omega=b\sqrt{2D/m}$,

$$E_0=\frac{\hbar\omega}{2}-\frac{(\hbar\omega)^2}{16D}.$$

For O$_2$, $\hbar\omega=0.195$ eV gives $E_0=0.097$ eV. For the adsorbed atom's motion normal to the surface, the same formula with depth $Q$ and $\hbar\omega=0.094$ eV gives 0.047 eV. The energies measured from the ground levels are $D_0=5.10$ eV and $Q_0=7.45$ eV, so the release rises from 2.30 to 2.35 eV. At $E_i=0.1$ eV the upper limit on $K_{\rm out}$ is 2.45 eV. Zero-point motion shifts the balance by about 2 % of the release and does not change the conclusion. Vibration of the adsorbed atom along the surface is left out; its two modes would lower $Q_0$ by an amount of the same order as this shift, so only the smallness of the correction, not its sign, carries over to a real site.

## Spin

Ground-state O$_2$ has total spin 1, and so does a free ground-state oxygen atom. Assume that the adsorbed atom is closed-shell, that the metal has spin 0 before and after, and that spin-orbit coupling is negligible. Ejection then takes total spin $1+0$ to $0+1$, and spin is conserved. Two closed-shell adsorbed atoms would have total spin 0, so the metal would have to take up one unit.

Spin thus permits ejection and puts a condition on double adsorption. It is not an energy threshold for the latter: a metal can take up spin by moving an electron from just below the Fermi level to just above it with its spin reversed, at very little cost. How fast this happens lies outside the model below, whose effective electrons do not represent the triplet structure of real O$_2$.

## Competition between the bonds

The balance compares end points. To connect them, a model must let the old bond weaken as the new one forms. Give each oxygen atom, A and B, one effective bonding electron, and let the surface supply two more, labelled 1 and 2. A pair of electrons has energy $C-JP$, where $P$ exchanges their spins. Since $P=-1$ in a singlet and $P=+1$ in a triplet, $C+J$ is the bonding energy and $C-J$ the antibonding energy.

Let $\alpha$ be the exchange term $J$ of the O–O pair, and let $J_A,J_B$ belong to the pairs 1–A and B–2. In a state of total spin zero, $\mathbf s_1+\mathbf s_A=-(\mathbf s_B+\mathbf s_2)$. Squaring both sides gives $\mathbf s_1\cdot\mathbf s_A=\mathbf s_B\cdot\mathbf s_2$, so the exchanges $P_{1A}$ and $P_{B2}$ act identically. The spin Hamiltonian is

$$H_s=-\alpha P_{AB}-\beta P_{1A},\qquad \beta=J_A+J_B .$$

There are two singlet states. In the first, A–B is a singlet pair; in the second, it is a triplet coupled to a triplet of 1 and 2. In this basis $P_{AB}=\mathrm{diag}(-1,1)$. In the first state spins 1 and A are uncorrelated, so $P_{1A}=\tfrac12+2\mathbf s_1\cdot\mathbf s_A$ has diagonal element $\tfrac12$. Its eigenvalues are $\pm1$, so its trace vanishes and the other diagonal element is $-\tfrac12$. From $P_{1A}^2=1$, the off-diagonal element $c$ satisfies $c^2=\tfrac34$. Hence

$$H_s=\begin{pmatrix}\alpha-\beta/2&-c\beta\\-c\beta&-\alpha+\beta/2\end{pmatrix},$$

and its lower eigenvalue is $-\sqrt{(\alpha-\beta/2)^2+3\beta^2/4}$. The potential is therefore

$$V=C_{AB}+C_A+C_B-\sqrt{\alpha^2+\beta^2-\alpha\beta}.$$

This is a surface form of the London–Eyring–Polanyi–Sato potential. For an atom at height $z$ above its adsorption minimum, set $u=e^{-az}$ and choose

$$C+J=Q(u^2-2u),\qquad C-J=\tfrac12 gQ(u^2+2u).$$

The number $g$ sets the strength of the antibonding curve. The O–O pair has the same form, with $D$ for $Q$, $e^{-b(r-r_e)}$ for $u$, and $g=1$; here $r$ is the bond length and $r_e=0.12$ nm.

Consider an upright molecule with its inner atom at $z=0$, its outer atom at $z=0.12$ nm, $a=15$ nm$^{-1}$ and $g=0.5$. The O–O pair has $C_{AB}=1.30$ and $\alpha=-6.50$ eV. For the inner atom $C_A=-0.94$ and $J_A=-6.56$ eV. For the outer atom $u=e^{-1.8}=0.165$, so $C_B=-0.80$ and $J_B=-1.47$ eV. Thus $\beta=-8.03$ eV and

$$V=-0.44-\sqrt{42.3+64.5-52.2}\approx-7.83\ \mathrm{eV}.$$

Adding all three bond energies without competition would give $-14.975$ eV. Without any O–O interaction, the surface bonds alone would give $-7.500-2.275=-9.775$ eV. At this geometry the O–O interaction therefore raises the energy by about 1.95 eV: the bond that held the molecule together has become a net repulsion. It does not quite cancel the surface's 2.27 eV attraction for the outer atom. The contact energy lies 0.33 eV below that of one adsorbed and one free atom, so the outer atom needs kinetic energy to leave.

## The entrance

Far from the surface, $|\beta|\ll|\alpha|$ and both are negative. To first order,

$$\sqrt{\alpha^2+\beta^2-\alpha\beta}\simeq|\alpha|-\tfrac12|\beta| .$$

At $r=r_e$, $C_{AB}-|\alpha|=-D$. Each atom contributes $C\simeq Qu(g/2-1)$ and $|J|/2\simeq Qu(1/2+g/4)$. Adding these,

$$V+D\simeq Q\left(\tfrac34g-\tfrac12\right)(u_A+u_B).$$

Far from the surface, the approach is therefore attractive for $g<2/3$ and repulsive for $g>2/3$, whether or not $Q>D$. The end-point energies do not fix the entrance.

At $g=1.4$ the full potential has an entrance barrier of 0.59 eV for an upright molecule and 0.50 eV for a flat one. A molecule with $E_i=0.1$ eV and 0.097 eV of vibrational energy has too little energy to cross either. All 240 computed trajectories return as molecules, although ejection would still release 2.3 eV.

## Orientation and energy sharing

The trajectories obey Newton's equations on this potential. Incidence is normal, the surface is flat, and the molecules do not rotate initially. With $\theta$ the angle between the molecular axis and the surface normal, $\cos\theta$ is spread evenly from 0 to 1. Each row below contains 240 trajectories of 1.8 ps; a larger sample moves the yields by up to about one percentage point, and a zero means only that the yield is below about 1 %. "Available" means $E_i+E_{\rm vib}+Q-D$, with $E_{\rm vib}=0.097$ eV.

| $Q$ (eV) | $g$ | $E_i$ (eV) | Available (eV) | Eject one | Keep both |
|---:|---:|---:|---:|---:|---:|
| 7.5 | 0.5 | 0.1 | 2.50 | 19.2 % | 80.8 % |
| 6.0 | 0.5 | 0.1 | 1.00 | 7.9 % | 92.1 % |
| 4.8 | 0.5 | 0.1 | −0.20 | 0 % | 97.9 % |
| 4.8 | 0.5 | 1.5 | 1.20 | 0 % | 99.2 % |
| 7.5 | 1.4 | 1.5 | 3.90 | 0.4 % | 99.6 % |

The first three rows change $Q$ alone. Ejection becomes rarer as the surplus shrinks, and it must vanish in the third row, where energy conservation forbids it. The fourth row changes only $E_i$ from the third. It lifts the energy prohibition, yet none of the 240 molecules ejects an atom. In the last row one molecule does. These two yields cannot be told apart: in larger samples both are a few tenths of a percent. Compared with the first row, both $g$ and $E_i$ have changed, so the small yield cannot be assigned to the barrier alone.

In the first row, 38 % of molecules with $\cos\theta>0.5$ eject an atom, and none with $\cos\theta<0.5$ do. For a perfectly flat molecule the reason is symmetry. The two atoms keep equal heights, so both stay or both leave. Leaving as two free atoms would need a total energy of at least zero, but the molecule has $-5.2+0.1+0.097\approx-5.0$ eV. The calculation shows that ejection is also absent over a wide range of tilts around this case: it sets in only near $\cos\theta\approx0.8$ and is nearly complete above 0.9, so the yield measures the width of a cone about the normal.

Every ejected atom in the first row was initially the outer one. On average it carries 1.40 eV and leaves 1.10 eV behind, which together make the available 2.50 eV. In this sample its energy lies between about 1.0 and 1.8 eV; a larger sample lowers the mean by about 0.06 eV and the lower end to about 0.9 eV. The classical total exceeds the quantum limit of 2.45 eV by 0.05 eV because a classical adsorbed atom need not retain zero-point energy.

## Loss to the solid

Now let the surface plane move, with the mass of one aluminium atom, 27 u, a vibrational quantum of 0.03 eV and a damping rate of 23 ps$^{-1}$. All else is as in the first row. Ejection falls from 19 % to zero, and both atoms stay in every trajectory.

A head-on elastic collision shows how readily energy can pass to the plane. An atom of mass $m$ and speed $v$ gives a free mass $M$ at rest the speed $2mv/(m+M)$, and so transfers the energy fraction $4mM/(m+M)^2$. For 16 and 27 u this is 0.93. The plane is bound and the forces are not sudden, so this is only an estimate. Nor is such a transfer yet a loss: an undamped plane can return the energy to the atoms and help one of them leave. With the damping switched off, about half of the molecules eject an atom within 2 ps, more than on the rigid surface, so the zero is due to damping, which removes the energy for good. Both atoms act on this one mass even when far apart, which a real surface does not do. At the same damping a plane of 81 u gives a yield of about 6 %. The zero belongs to the mass and damping chosen here; for a sufficiently heavy plane the yield must approach that of the rigid surface. To be ejected, the outer atom must get away before the solid has drained the energy it needs.

## Weighing the contributions against real aluminium

The well depths are rough values for O$_2$ on Al(111), and their difference leaves a margin of 2.3 eV. Thermal energy at 300 K, 0.026 eV, is about 1 % of that margin. An oxygen atom at 1 eV has a wavelength of 0.007 nm, against a surface-bond range of 0.067 nm, so classical translation is reasonable here. At a site where $Q_0$ fell below $D_0$, ejection would be possible only if the incident energy covered the difference.

The yields are much less secure. On real Al(111), slow oxygen molecules stick with low probability, and sticking rises with incident energy. The barrier-free case $g=0.5$, in which every molecule reacts at $Q=7.5$ eV, is therefore far from typical in this respect. A real surface also recoils, varies from site to site and takes up electronic excitation. Within the model, adding either the barrier or the damped recoil moves the slow-molecule yield from 19 % to zero. The yield also changes strongly with $g$ where there is no barrier, from about 36 % at $g=0.35$ to about 4 % at $g=0.65$, so neither figure predicts a measured yield. The surplus of one surface bond over the molecular bond opens the channel; orientation, entrance and energy loss set how much of it is used. The remaining figures are in the numerical output below.

## Computed results

```
Well depths D, Q: 5.20, 7.50 eV
O-O length: 0.120 nm; decay constants O-O, O-surface: 26.5, 15.0 /nm
Vibrational quanta O2, O-surface: 0.1954, 0.0939 eV
Zero-point energies O2, O-surface: 0.0972, 0.0469 eV
D0, Q0: 5.103, 7.453 eV
Release on ejection, wells only: 2.300 eV
Release on ejection, with zero point: 2.350 eV
Upper limit of K_out at E_i=0.1 eV: 2.450 eV
Release if both atoms stay: 9.800 eV
Total spins: reactant {1}, eject {1}, both stay {0}
End-on contact energy: full -7.828, additive bonds -14.975 eV
Contact energy above one adsorbed + one free atom: -0.328 eV
Lone-atom surface attraction at outer-atom height: 2.275 eV
Entrance maximum g=0.5: end-on -0.0001, side-on -0.0002 eV
Entrance maximum g=1.4: end-on 0.588, side-on 0.497 eV
Trajectories per case: 240; duration 1.80 ps
Case: Q eV, g, E_i eV, available eV | eject, both, return, other %
strong bond: 7.5, 0.5, 0.1, 2.497 | 19.2, 80.8, 0.0, 0.0
damped surface: 7.5, 0.5, 0.1, 2.497 | 0.0, 100.0, 0.0, 0.0
medium bond: 6.0, 0.5, 0.1, 0.997 | 7.9, 92.1, 0.0, 0.0
weak bond, slow: 4.8, 0.5, 0.1, -0.203 | 0.0, 97.9, 2.1, 0.0
weak bond, fast: 4.8, 0.5, 1.5, 1.197 | 0.0, 99.2, 0.8, 0.0
barrier, slow: 7.5, 1.4, 0.1, 2.497 | 0.0, 0.0, 100.0, 0.0
barrier, fast: 7.5, 1.4, 1.5, 3.897 | 0.4, 99.6, 0.0, 0.0
Strong bond, ejected at cos(theta)>0.5: 38.3 %
Strong bond, ejected at cos(theta)<0.5: 0.0 %
Ejected atom was initially the outer one: 100.0 %
Mean K_out, E_left: 1.397, 1.099 eV
Range of K_out: 1.010 to 1.771 eV
Damped surface: mass 27 u, quantum 0.030 eV, damping 22.79 /ps
Largest trajectory energy-balance error: 0.00272 eV
Thermal energy at 300 K: 0.0259 eV
O-atom wavelength at 1 eV: 0.00718 nm; surface-bond range: 0.0667 nm
```
